A calculation for a double quantum dot at 0.5 K and 200 µV bias returns a Fano factor, noise divided by current, of 0.378. The thermodynamic uncertainty relation demands at least 0.431 at this bias and temperature. Should the calculation be rejected? The same decision arises when dissipation is to be estimated from current and noise alone: is the relation's lower bound on entropy production safe to quote?

**The belief**

Let I be the mean particle current in a steady state, S the long-time growth rate of the variance of the transferred particle number, and σ the entropy production rate in units of k_B. The relation says

Q ≡ Sσ/I² ≥ 2.

A steadier current must then be paid for with more dissipation. The belief is that this holds for any steady conductor, as the second law does. It tempts because the inequality contains no model parameters and has a short proof for a wide class of systems.

**What is true: classical jumps**

Consider a stationary Markov process in continuous time with constant rates. Each edge e joins two states i and j through one reservoir or internal process, with forward rate k₊ and backward rate k₋, both positive. With stationary probabilities p, define

a = p_i k₊, b = p_j k₋, J = a − b, A = a + b.

Local detailed balance says that ln(k₊/k₋) is the entropy given to the surroundings per forward jump. In a steady state the terms ln(p_i/p_j) may be added, because probability conservation makes their flux-weighted sum vanish. Hence σ = Σ J ln(a/b). The counted charge gains d_e for a forward jump and loses d_e for a backward one, so I = Σ d_e J.

Now change the rates slightly:

k₊ → k₊(1 + θJ/A), k₋ → k₋(1 − θJ/A).

With the old p, the net flux on each edge becomes J + θJ(a+b)/A = (1+θ)J. All fluxes scale together, so p remains stationary and the mean charge N after time t is (1+θ)It.

Let ℓ be the θ-derivative, at θ = 0, of the logarithm of the path probability. Normalization gives ⟨ℓ⟩ = 0, and differentiating ⟨N⟩ gives It = ⟨Nℓ⟩, the covariance of N and ℓ. The Cauchy–Schwarz inequality then yields

(It)² ≤ Var(N) ⟨ℓ²⟩.

The path probability is a product of jump rates and exponentials of minus the time-integrated exit rates. Thus ℓ is a sum, over edges and directions, of ±J/A times the number of jumps minus its integrated conditional rate. These differences have zero mean, are mutually uncorrelated because two jumps do not coincide, and have variances at and bt. Therefore

⟨ℓ²⟩ = t Σ (J/A)²(a+b) = t Σ J²/A, and S ≥ I²/Σ(J²/A).

Finally set r = ½ ln(a/b). Then J/A = tanh r, which has the sign of r and no larger magnitude, so J²/A = J tanh r ≤ Jr = ½J ln(a/b). Summing gives Σ J²/A ≤ σ/2, and Q ≥ 2 follows. In a set of random jump networks, the lowest Q found was 2.011.

The proof needs a probability for each sequence of jumps, built from positive rates. Coherent tunnelling between two dots does not supply one: the transfer passes through an off-diagonal element of the density matrix. That removes the proof, but does not yet refute the inequality. For that we need the coherent noise.

**Noise of a coherent conductor**

Atomic units are used, with ħ = 1. The electrons do not interact and are spin-polarized. Two leads at the same temperature have potentials ±V/2 and Fermi functions f_L and f_R; V > 0 is an energy and v = V/kT. Each lead carries one channel, and T(E) is its transmission; temperature appears in the algebra only within kT. The heat released per unit time is IV, so σ = Iv and

Q = vS/I.

Let U be the one-particle time evolution and P_L the projector on the left lead. The change in the left particle number is the one-body operator Δ = U†P_L U − P_L. The initial state has a definite occupation in each lead state, so the first count does not disturb it. Wick's theorem gives the variance Σ |Δ_ab|² f_a(1−f_b), summed over initial states a and b.

At one energy, let s be the scattering matrix, with |s_LR|² = T and |s_LL|² = 1−T. Then

Δ_LL = |s_LL|² − 1 = −T, Δ_RR = |s_LR|² = T, |Δ_LR|² = T(1−T).

In a long time t, each lead sends in t dE/2π wave packets per energy interval dE. The mean loss from the left lead and its variance therefore give

I = ∫ dE/2π T(f_L − f_R),

S = ∫ dE/2π {T²Y + T(1−T)X},

Y = f_L(1−f_L) + f_R(1−f_R), X = f_L(1−f_R) + f_R(1−f_L).

With D = f_L − f_R, direct expansion gives Y − X = −f_L² − f_R² + 2f_L f_R = −D². The integrand of S is thus TX − T²D². Since f/(1−f) = exp[−(E−μ)/kT], the two terms of X have the ratio eᵛ, while D is their difference. Hence X = D(eᵛ+1)/(eᵛ−1) = D coth(v/2), and

Q = v [coth(v/2) − ∫T²D² dE / ∫T D dE].

The first term alone obeys the relation, because v coth(v/2) ≥ 2. The second term lowers the noise, and nothing so far keeps Q above 2. A fully open channel, T = 1 at all energies, lies on the boundary: ∫Y dE = 2kT and ∫D dE = V, so Q = v(2kT/V) = 2.

The noise formula can be compared with exact evolution of a finite chain, in which charge transfer is counted from its definition. With lead hopping as the energy unit, 400 sites per lead, kT = 0.3, v = 4.5, interdot hopping 0.13 and squared lead-dot hopping 0.1, evolution and formula both give I = 0.05205, S = 0.020155 and Q = 1.743. The violation is already present in the counted charge.

**How sharp, and of what shape?**

"Sharp transmission violates the relation" is too loose. Take a resonance much narrower than kT, centred between the two potentials. There D has the constant value tanh(v/4), and

Q = v [coth(v/2) − R tanh(v/4)], R = ∫T² dE / ∫T dE.

A violation requires R tanh(v/4) > coth(v/2) − 2/v. To find the smallest R that can do this, set z = v/2 and use tanh(z/2) = (cosh z − 1)/sinh z. The statement

coth z − 1/z > (2/3) tanh(z/2)

becomes, after multiplication by 3z sinh z,

2z + z cosh z − 3 sinh z > 0.

The coefficients of z and z³ in its series vanish. That of z²ᵏ⁺¹ is (2k−2)/(2k+1)!, positive for k ≥ 2. The statement is true, so R must exceed 2/3. Conversely, small v gives Q = 2 + v²(1/6 − R/4) + …, which is below 2 once R > 2/3. For this class, violation at some bias is equivalent to R > 2/3.

A narrow single level has T = T₀g²/(E²+g²), with half-width g. Its integrals are ∫T dE = πgT₀ and ∫T² dE = πgT₀²/2, so R = T₀/2 ≤ 1/2. It is sharp and obeys the relation; with T₀ = 1 and v = 4.5, the narrow limit gives Q = 2.78, and the full integral at g = 0.02 kT gives 2.77. A narrow box with T = 1 inside has R = 1. Then coth(v/2) − tanh(v/4) = 1/sinh(v/2), so

Q = v/sinh(v/2).

This is 0.826 at v = 5 and tends to zero at large v, provided the box stays much narrower than kT. Within non-interacting scattering theory with a freely chosen T(E), no smaller positive constant can replace 2.

**The serial double dot**

Let both levels lie at E = 0, let each dot couple to its own lead with width Γ = 2γ, and let Ω be the interdot matrix element. An electron on a dot escapes at rate Γ, so its amplitude decays at rate γ. The amplitude to pass from one dot to the other is

G = Ω/[(E+iγ)² − Ω²].

Entry and exit each contribute a factor √Γ to the scattering amplitude: exit because the outgoing flux is Γ times the dot occupation, entry by time reversal. Hence T = Γ²|G|², or

T = 4γ²Ω²/[(E²−γ²−Ω²)² + 4γ²E²].

With q = γ²+Ω² and p = 2(γ²−Ω²), the denominator is E⁴ + pE² + q². Its reciprocal has the integral

K = ∫ dE/(E⁴+pE²+q²) = π/[q√(p+2q)].

To see this, average the integral over E > 0 with its form after E → q/E, which puts (1+E²/q)/2 in the numerator. Then substitute y = E − q/E: the integral becomes (1/2q)∫dy/(y²+p+2q) over all y, and E < 0 doubles it. Here p+2q = 4γ², so K = π/(2γq).

The integral of the squared reciprocal is −∂K/∂(q²) at fixed p, which equals −(1/2q)∂K/∂q:

K₂ = (π/2q)[1/(2γq²) + 1/(8γ³q)].

With u = Ω²/γ²,

R = 4γ²Ω²K₂/K = 2γ²Ω²/q² + Ω²/(2q) = u(5+u)/[2(1+u)²].

The derivative of R has the sign of 5 − 3u, so the maximum is R = 25/32 at u = 5/3. The condition R > 2/3 becomes u² − 7u + 4 < 0, or

(7−√33)/2 < u < (7+√33)/2.

In terms of Ω/Γ = √u/2, the window runs from 0.396 to 1.262. Far below it the peak transmission, 4u/(1+u)², is small, and R cannot exceed the peak. Far above it the resonance splits into two separate Lorentzians and R returns to 1/2. Between these limits, at u = 1, the transmission is 4γ⁴/(E⁴+4γ⁴), which has a flatter top and steeper sides than one Lorentzian. At u = 5/3 the lowest narrow-resonance value is Q = 1.753, at v = 4.82.

**Same current, different noise**

A rate model of the same dot shows what the mean current conceals. Replace coherent tunnelling by classical hopping at rate w in both directions. With mean occupations n_L and n_R, the steady current satisfies

I = Γ(f_L−n_L) = w(n_L−n_R) = Γ(n_R−f_R).

Dividing by the rates and adding gives D = I(2/Γ + 1/w) = I(1/γ + 1/w). The coherent narrow-resonance current is

I = (D/2π)4γ²Ω²K = DγΩ²/(γ²+Ω²), so D = I(1/γ + γ/Ω²).

The choice w = Ω²/γ makes the currents equal at every bias, and with them the entropy production. The noise still differs. For the example below, a master equation that retains the coherence gives Q = 1.75, while the hopping model gives Q = 2.64. A rate model fitted to the current–voltage curve therefore gives no licence to apply the relation to the coherent device.

**A number in device units**

Take Γ = 10 µeV, Ω = 6.5 µeV, 0.5 K and 200 µV. Then kT = 43.09 µeV, v = 200/43.09 = 4.64, u = (6.5/5)² = 1.69 and R = 0.781. The full energy integrals, without the narrow-resonance approximation, give

I = 3.908 × 10⁹ s⁻¹ = 0.626 nA,

S = 1.476 × 10⁹ s⁻¹,

S/I = 0.378, Q = 4.642 × 0.3776 = 1.753.

The relation would demand S/I ≥ 2/4.642 = 0.431. Used to infer dissipation, it would claim σ ≥ 2I²/S = 2.07 × 10¹⁰ k_B/s. The actual value in the model is Iv = 1.81 × 10¹⁰ k_B/s, so the supposed lower bound is 14% too high relative to the true value. With all else fixed, the violation ends at 351 µV. The low Fano factor in the opening question is no reason to reject the calculation.

These parameters are rough values for an InAs-nanowire double dot in a magnetic field, with transport through the lowest orbital of each dot. With a g-factor of 8 and 3 T, the other spin level lies 1.39 meV away, where f_L − f_R is about 10⁻¹³. At a rough orbital spacing of 1 meV, the transmission in the tail of a resonance is about 4 × 10⁻⁹. Dephasing matters more: a coherence time of 1 ns, again a rough value, raises Q to 1.81. The violation is lost at a dephasing energy of 3.0 µeV, a coherence time of 0.22 ns, or, separately, at a detuning between the dots of 3.9 µeV.

The assumption most open to doubt is the absence of interdot repulsion, which in nanowire double dots is often many times the 43 µeV of kT at 0.5 K. With couplings and bias fixed and the common level position retuned, the master equation gives a lowest Q of 1.68 for a repulsion of 50 µeV, 1.80 for 100 µeV and 2.08 for 300 µeV. The last value removes the violation for these settings. It does not settle the strongly repulsive case: when double occupation is blocked and the couplings, level and bias are all retuned, the same model reaches Q = 1.55, at Ω/Γ_L = 0.26, Γ_R/Γ_L = 0.83 and v = 4.77. This treatment assumes Γ and Ω well below kT and omits level shifts caused by the leads. With repulsion U these shifts differ between the dots and act as a detuning. To second order in the lead coupling, for equal widths and level position ε, it is the principal value (Γ/2π)∫D(E)[1/(E−ε) − 1/(E−ε−U)] dE. For U = 100 µeV and ε = −50 µeV this is 3.1 µeV, while 3.3 µeV ends the violation at that repulsion; left uncancelled, the shift raises Q from 1.80 to 1.98. The values above therefore apply only if gate voltages cancel this detuning. These are model results, not measurements.

**Sharpness is not necessary either**

A broad single level also violates the relation, though weakly, if it is centred between the two potentials and coupled equally to both leads. Let T = Γ²/(E²+Γ²), x = E/kT and α = Γ/kT ≫ 1. For small v, D = vg(x) with g = f(1−f), and the general formula becomes

Q = 2 + v²[1/6 − ∫T²g² dx/∫Tg dx].

Differentiating g twice gives g″ = g − 6g², so g² = (g−g″)/6. With ∫g dx = 1 and ∫x²g dx = π²/3, integration by parts yields ∫g² dx = 1/6 and ∫x²g² dx = (π²/3−2)/6. Inserting T ≈ 1 − x²/α² and keeping first order in 1/α²,

∫T²g² dx/∫Tg dx = 1/6 + [π²/3 − 2(π²/3−2)]/(6α²),

2 − Q = v²(4 − π²/3)/(6α²) > 0.

At α = 60 and small bias, the full integral gives 0.99 of this deficit. A scan over widths and biases found a lowest Q of 1.994, near α = 5.9 and v = 2.5. The centred, equally coupled level thus obeys the relation when narrow and breaks it slightly when broad, provided the bias is low enough. The effect is fragile: at small bias, moving the broad level off centre by kT already removes it.

The bound on dissipation may be quoted when the dynamics, including the noise, is that of a classical jump process under the stated conditions. For a coherent conductor without interactions, between leads at one temperature, σ should be computed from current, bias and temperature, and Q from the full transmission function; with several channels the noise needs each transmission eigenvalue, not only their sum. The numerical output below gives most of the values behind these comparisons.

Numbers as computed

```
Jump networks: lowest Q = 2.01051
Jump networks: lowest S*sum(J^2/A)/I^2 = 1.00045
Chain: sites per lead 400, kT 0.3, v 4.5, dot hopping 0.13
Chain: lead-dot hopping squared 0.1, times 220 and 340
Chain current: evolution 0.052048, formula 0.052048
Chain noise: evolution 0.020155, formula 0.020155
Chain Q: evolution 1.7425, formula 1.7425
Double dot: largest R = 0.78125 at u = 1.6667
Window at v = 0.1: u from 0.6278 to 6.3707
Window in hop/Gamma: 0.396 to 1.262
Narrow double dot: lowest Q = 1.7534 at v = 4.820
Narrow box, T = 1, v = 5: Q = 0.8264; open channel Q = 2.000000
Narrow single level, v = 4.5: Q = 2.7676
Broad single level: deficit/law = 0.9899 at Gamma/kT = 60
Single level, grid scan: lowest Q = 1.9943 at Gamma/kT = 5.88, v = 2.50
Example: T = 0.5 K, kT = 43.09 micro-eV, bias = 200 micro-V, v = 4.642
Example: Gamma = 10.0 micro-eV, hop = 6.5 micro-eV, u = 1.690, R = 0.7812
Current = 3.9079e+09 1/s = 0.6261 nA
Variance rate S = 1.4757e+09 1/s, Fano factor S/I = 0.3776
Entropy production = 1.8140e+10 kB/s
Fano factor demanded by the TUR = 0.4309
Q coherent (full integral) = 1.7529
Q coherent (master equation) = 1.7543, Q classical hopping = 2.6445
Master-equation currents: coherent 3.9190e+09, classical 3.9190e+09 1/s
Lowest Q over bias = 1.7521 at 207.6 micro-V
Violation ends at bias 351.3 micro-V
Dephasing for 1 ns = 0.658 micro-eV, Q = 1.8111
Violation lost at dephasing 3.032 micro-eV
Violation lost at dot detuning 3.867 micro-eV
Zeeman: g = 8, B = 3 T, splitting = 1389.2 micro-eV
Fermi window at the other spin level = 1.00e-13
Transmission 1000 micro-eV off resonance = 4.23e-09
Interdot repulsion 0 micro-eV: lowest Q = 1.7543 at level 0.0 micro-eV
Interdot repulsion 20 micro-eV: lowest Q = 1.7022 at level -10.0 micro-eV
Interdot repulsion 50 micro-eV: lowest Q = 1.6790 at level -25.0 micro-eV
Interdot repulsion 100 micro-eV: lowest Q = 1.8002 at level -50.0 micro-eV
Interdot repulsion 300 micro-eV: lowest Q = 2.0841 at level -323.3 micro-eV
Strong repulsion, all retuned: lowest Q found = 1.5490
  at Gamma_R/Gamma_L = 0.830, hop/Gamma_L = 0.260, level/kT = -0.473, v = 4.773
```
